# Why Hartree-Fock orbital relaxation spoils dynamic coupled-cluster response: test program

```python
"""
Result under test: if the orbitals of a truncated coupled-cluster (CC) state
follow time-dependent Hartree-Fock (TDHF), the linear response function has
extra, generally double, poles at TDHF frequencies. They vanish for full CC.
With fixed orbitals the singles T1 carry the relaxation and no such pole exists.

Symbols: H Hamiltonian (Ry), X dipole coordinate z (bohr), kappa orbital
rotation, T cluster operator, J CC Jacobian, omega frequency (Ry),
<<z;z>> response function (bohr^2/Ry), alpha = -2 <<z;z>> (bohr^3).
All operators are matrices over determinants with zero spin projection.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, cc as pyscf_cc, ao2mo, tdscf

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def comm(a, b):
    return a @ b - b @ a


def exp_nilpotent(t):
    """Exponential of an excitation operator for at most four electrons."""
    t2 = t @ t
    return np.eye(t.shape[-1]) + t + t2 / 2 + t2 @ t / 6 + t2 @ t2 / 24


def run_hf(mol, field=0.0):
    mf = scf.RHF(mol)
    mf.verbose = 0
    core = scf.hf.get_hcore(mol) + field * mol.intor("int1e_r")[2]
    mf.get_hcore = lambda *args: core
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-13, 1e-9, 200
    mf.kernel()
    return mf


def build_system(mol):
    mf = run_hf(mol)
    c = mf.mo_coeff
    n, nocc = c.shape[1], mol.nelectron // 2
    h = 2 * c.T @ scf.hf.get_hcore(mol) @ c
    g = 2 * ao2mo.restore(1, ao2mo.full(mol, c), n)
    z = c.T @ mol.intor("int1e_r")[2] @ c
    # annihilators in Fock space, then spin-conserving pairs in the sector
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = []
    for p in range(2 * n):
        m = np.eye(1)
        for q in range(2 * n):
            m = np.kron(m, parity if q < p else lower if q == p else np.eye(2))
        ann.append(m)
    bits = np.array([[(i >> (2 * n - 1 - p)) & 1 for p in range(2 * n)]
                     for i in range(4 ** n)])
    sector = np.where((bits[:, :n].sum(1) == nocc)
                      & (bits[:, n:].sum(1) == nocc))[0]
    occ = bits[sector]
    nd = len(sector)
    e = np.zeros((2, n, n, nd, nd))
    for s in range(2):
        for p in range(n):
            for q in range(n):
                full = ann[p + s * n].T @ ann[q + s * n]
                e[s, p, q] = full[np.ix_(sector, sector)]
    es = e.sum(0)
    ham = 2 * mol.energy_nuc() * np.eye(nd) + np.tensordot(h, es, 2)
    for p in range(n):
        for q in range(n):
            ham += 0.5 * es[p, q] @ np.tensordot(g[p, q], es, 2)
            for s in range(n):
                ham -= 0.5 * g[p, q, q, s] * es[p, s]
    dip = np.tensordot(z, es, 2)
    refbits = np.tile(np.r_[np.ones(nocc, int), np.zeros(n - nocc, int)], 2)
    ref = int(np.where((occ == refbits).all(1))[0][0])
    tau, rank = np.zeros((nd, nd, nd)), np.zeros(nd, int)
    for m in range(nd):
        if m == ref:
            continue
        op = np.eye(nd)
        for s in range(2):
            o = occ[m, s * n:(s + 1) * n]
            holes = [i for i in range(nocc) if o[i] == 0]
            parts = [a for a in range(nocc, n) if o[a] == 1]
            rank[m] += len(holes)
            for i, a in zip(holes, parts):
                op = e[s, a, i] @ op
        tau[m] = op * op[m, ref]
    single = np.array([es[a, i] / np.sqrt(2)
                       for a in range(nocc, n) for i in range(nocc)])
    sv = single[:, :, ref]
    a_mat = np.array([sv @ comm(ham, x)[:, ref] for x in single]).T
    b_mat = np.array([-sv @ comm(ham, x.T)[:, ref] for x in single]).T
    return SimpleNamespace(mf=mf, n=n, nocc=nocc, H=ham, X=dip, ref=ref,
                           tau=tau, rank=rank, S=single,
                           ST=single.transpose(0, 2, 1), sv=sv,
                           A=a_mat, B=b_mat, v=sv @ dip[:, ref])


def solve_cc(s, ranks, ham):
    mu = np.where(np.isin(s.rank, ranks))[0]
    tau, ref = s.tau[mu], s.ref
    t = np.zeros(len(mu))
    for _ in range(50):
        top = np.tensordot(t, tau, 1)
        ep, em = exp_nilpotent(top), exp_nilpotent(-top)
        hb = em @ ham @ ep
        res = hb[mu, ref]
        jac = hb[np.ix_(mu, mu)] - (tau @ hb[:, ref])[:, mu].T
        if np.abs(res).max() < 1e-13:
            break
        t = t - np.linalg.solve(jac, res)
    assert np.abs(res).max() < 1e-11
    bra = np.zeros(len(hb))
    bra[ref] = 1.0
    bra[mu] = -np.linalg.solve(jac.T, hb[ref, mu])
    return SimpleNamespace(mu=mu, tau=tau, t=t, J=jac, hb=hb, ep=ep, em=em,
                           left=bra @ em, right=ep[:, ref], E=hb[ref, ref])


def orbital_response(s, w):
    one = np.eye(len(s.v))
    m = np.block([[s.A - w * one, s.B], [s.B, s.A + w * one]])
    k = -np.linalg.solve(m, np.r_[s.v, s.v])
    return k[:len(s.v)], k[len(s.v):]


def rotation(s, up, down):
    return np.tensordot(up, s.S, 1) - np.tensordot(down, s.ST, 1)


def first_order(s, c, w, pert):
    xi = (c.em @ pert @ c.right)[c.mu]
    return -np.linalg.solve(c.J - w * np.eye(len(c.mu)), xi)


def second_order(s, c, w, x, up, down):
    """Coefficient of field^2 in the quasienergy for given orbital response."""
    kp, km = rotation(s, up, down), rotation(s, down, up)
    wp = x + comm(s.H, kp) - w * kp
    wm = x + comm(s.H, km) + w * km
    k2 = (comm(x, kp + km) - w * comm(kp, km)
          + 0.5 * (comm(comm(s.H, kp), km) + comm(comm(s.H, km), kp)))
    static = -np.linalg.solve(s.A + s.B, s.sv @ k2[:, s.ref])
    k2 = k2 + comm(s.H, rotation(s, static, static))
    tp = np.tensordot(first_order(s, c, w, wp), c.tau, 1)
    tm = np.tensordot(first_order(s, c, -w, wm), c.tau, 1)
    op = k2 + comm(wp, tm) + comm(wm, tp) + comm(comm(s.H, tp), tm)
    return c.left @ op @ c.right


def response(s, c, w, relaxed):
    zero = np.zeros(len(s.v))
    up, down = orbital_response(s, w) if relaxed else (zero, zero)
    return second_order(s, c, w, s.X, up, down)


def floquet_quasienergy(s, c, w, eps):
    """Periodic nonlinear TDHF and CC equations solved at finite field."""
    npt = 9
    har = np.arange(-4, 5)
    theta = 2 * np.pi * np.arange(npt) / npt
    ph = np.exp(-1j * np.outer(theta, har))
    inv = ph.conj().T / npt
    minus_i_dt = ph @ np.diag(-har * w) @ inv
    ht = s.H + 2 * eps * np.cos(theta)[:, None, None] * s.X
    ns = len(s.v)
    one = np.eye(ns)
    k = np.zeros((npt, ns), complex)
    for _ in range(30):
        kap = np.tensordot(k, s.S, 1) - np.tensordot(k.conj(), s.ST, 1)
        u = np.array([expm(m) for m in kap])
        ud = u.conj().transpose(0, 2, 1)
        frame = ud @ (ht @ u + np.tensordot(minus_i_dt, u, 1))
        r = frame[:, :, s.ref] @ s.sv.T
        rn = inv @ r
        dk = []
        for j, nh in enumerate(har):
            m = np.block([[s.A - nh * w * one, s.B],
                          [s.B, s.A + nh * w * one]])
            rhs = np.r_[rn[j], rn[-1 - j].conj()]
            dk.append(-np.linalg.solve(m, rhs)[:ns])
        k = k + ph @ np.array(dk)
    assert np.abs(r).max() < 1e-12
    amp = np.tile(c.t.astype(complex), (npt, 1))
    for _ in range(30):
        top = np.tensordot(amp, c.tau, 1)
        col = (exp_nilpotent(-top) @ frame @ exp_nilpotent(top))[:, :, s.ref]
        r = col[:, c.mu] + minus_i_dt @ amp
        rn = inv @ r
        d = [-np.linalg.solve(c.J - nh * w * np.eye(len(c.mu)), rn[j])
             for j, nh in enumerate(har)]
        amp = amp + ph @ np.array(d)
    assert np.abs(r).max() < 1e-12
    return col[:, s.ref].mean().real


def tdhf_poles(s):
    ns = len(s.v)
    metric = np.diag(np.r_[np.ones(ns), -np.ones(ns)])
    m = np.block([[s.A, s.B], [s.B, s.A]])
    val, vec = np.linalg.eig(metric @ m)
    assert np.abs(np.imag(val)).max() < 1e-9
    out = []
    for j in np.argsort(val.real):
        if val[j].real > 0:
            zv = vec[:, j].real
            zv = zv / np.sqrt(zv @ metric @ zv)
            out.append((val[j].real, zv, zv @ np.r_[s.v, s.v]))
    return out


def double_pole(s, c, pole):
    w, zv, moment = pole
    ns = len(s.v)
    return moment ** 2 * second_order(s, c, w, 0 * s.X, zv[:ns], zv[ns:])


def first_bright(s, c):
    val, vec = np.linalg.eig(c.J)
    xi = (c.em @ s.X @ c.right)[c.mu]
    weight = np.abs(np.linalg.solve(vec, xi.astype(complex)))
    good = val[(weight > 1e-5) & (val.real > 0)]
    first = good[np.argmin(good.real)]
    assert abs(first.imag) < 1e-9
    return first.real


def clear_frequency(levels, scale, centre):
    """Frequency near centre*scale whose four harmonics avoid all levels."""
    trial = scale * (centre + np.linspace(-0.05, 0.05, 21))
    gap = [np.abs(levels[:, None] - w * np.arange(1, 5)).min() for w in trial]
    return trial[int(np.argmax(gap))]


def curvature(energy, f):
    """Five-point second derivative of an even function."""
    return (-2 * energy(2 * f) + 32 * energy(f) - 30 * energy(0.0)) / (12 * f * f)


# ---------------------------------------------------------------- H4 chain
spacing = 1.8
mol = gto.M(atom=[["H", (0, 0, spacing * (j - 1.5))] for j in range(4)],
            basis="sto-3g", unit="Bohr", verbose=0)
s = build_system(mol)
ccsd = solve_cc(s, (1, 2), s.H)
ccd = solve_cc(s, (2,), s.H)
full = solve_cc(s, (1, 2, 3, 4), s.H)
ci_e, ci_v = np.linalg.eigh(s.H)
gaps = ci_e[1:] - ci_e[0]
strength = (ci_v[:, 0] @ s.X @ ci_v[:, 1:]) ** 2


def ci_response(w):
    return np.sum(strength * (1 / (w - gaps) - 1 / (w + gaps)))


def field_ccsd(f):
    solver = pyscf_cc.CCSD(run_hf(mol, f))
    solver.verbose = 0
    solver.conv_tol, solver.conv_tol_normt = 1e-12, 1e-9
    solver.max_cycle = 200
    solver.kernel()
    return solver.e_tot


# ground states against independent programs
assert abs(2 * s.mf.e_tot - s.H[s.ref, s.ref]) < 1e-8
assert abs(2 * field_ccsd(0.0) - ccsd.E) < 1e-7
assert abs(full.E - ci_e[0]) < 1e-9

# TDHF frequencies from determinants against orbital-integral matrices
poles = tdhf_poles(s)
a_int, b_int = tdscf.rhf.get_ab(s.mf)
ns = len(s.v)
a_int, b_int = a_int.reshape(ns, ns), b_int.reshape(ns, ns)
w_int = 2 * np.sqrt(np.sort(np.linalg.eigvals(
    (a_int - b_int) @ (a_int + b_int)).real))
assert np.allclose(w_int, [p[0] for p in poles], atol=1e-6)
bright = [p for p in poles if abs(p[2]) > 1e-5]
w_hf = bright[0][0]
w_cc = first_bright(s, ccsd)
w_ccd = first_bright(s, ccd)
w_ci = gaps[strength > 1e-8].min()

# static limits against finite-field energies
alpha_ff_rel = -curvature(field_ccsd, 0.004)
alpha_ff_fix = -2 * curvature(
    lambda f: solve_cc(s, (1, 2), s.H + f * s.X).E, 0.008)
static = {}
for name, c in (("CCSD", ccsd), ("CCD", ccd)):
    for rel in (False, True):
        static[name, rel] = -2 * response(s, c, 0.0, rel)
alpha_ci = -2 * ci_response(0.0)
assert abs(alpha_ff_rel / static["CCSD", True] - 1) < 3e-4
assert abs(alpha_ff_fix / static["CCSD", False] - 1) < 3e-4
assert abs(static["CCSD", False] / alpha_ci - 1) < 0.05
assert static["CCD", False] < 0.5 * alpha_ci
assert (abs(static["CCD", True] - alpha_ci)
        < abs(static["CCD", False] - alpha_ci))

# dynamic relaxed response against the nonlinear periodic solution;
# a harmonic of the drive on a pole would make the iteration singular
all_levels = np.r_[[p[0] for p in poles], np.linalg.eigvals(ccsd.J).real]
floquet_rows = []
for centre in (0.40, 0.85):
    w = clear_frequency(all_levels, min(w_hf, w_cc), centre)
    base = floquet_quasienergy(s, ccsd, w, 0.0)
    assert abs(base - ccsd.E) < 1e-9
    q = [(floquet_quasienergy(s, ccsd, w, e) - base) / e ** 2
         for e in (4e-4, 2e-4)]
    direct = (4 * q[1] - q[0]) / 3
    formula = response(s, ccsd, w, True)
    assert abs(direct / formula - 1) < 3e-5
    floquet_rows.append((w, -2 * direct, -2 * formula))

# full CC: relaxed, unrelaxed and sum over states agree, also near TDHF poles
for w in (0.3, w_hf - 1e-3, w_hf + 1e-3):
    exact = ci_response(w)
    for rel in (False, True):
        assert abs(response(s, full, w, rel) / exact - 1) < 1e-6

# Thouless: exp(T1) reaches a rotated determinant
k = np.random.default_rng(1).normal(size=ns) * 0.3
no, nv = s.nocc, s.n - s.nocc
ko = np.zeros((s.n, s.n))
ko[no:, :no] = k.reshape(nv, no) / np.sqrt(2)
u = expm(ko - ko.T)
t1 = (u[no:, :no] @ np.linalg.inv(u[:no, :no])).ravel() * np.sqrt(2)
rotated = expm(rotation(s, k, k))[:, s.ref]
assert np.allclose(rotated / rotated[s.ref],
                   exp_nilpotent(np.tensordot(t1, s.S, 1))[:, s.ref], atol=1e-10)

# only triples from two T2 operators escape absorption by the amplitudes
w_id = 0.5 * w_hf
up, down = orbital_response(s, w_id)
kap = rotation(s, up, down)
bar = ccsd.em @ kap @ ccsd.ep
outside = (s.rank > 2).astype(float)
kvec = bar[:, s.ref]
escaped = kvec * outside
t2op = np.tensordot(ccsd.t * (s.rank[ccsd.mu] == 2), ccsd.tau, 1)
triples = 0.5 * comm(comm(kap, t2op), t2op)[:, s.ref]
assert np.allclose(escaped, triples * outside, atol=1e-11)
assert np.linalg.norm(escaped) > 1e-7
excite_only = ccsd.em @ rotation(s, up, 0 * down) @ ccsd.ep
assert np.abs(excite_only[:, s.ref] * outside).max() < 1e-12
g = (ccsd.hb @ escaped - bar @ (ccsd.hb[:, s.ref] * outside))[ccsd.mu]
t_rel = first_order(s, ccsd, w_id, s.X + comm(s.H, kap) - w_id * kap)
t_fix = first_order(s, ccsd, w_id, s.X)
shift = -np.linalg.solve(ccsd.J - w_id * np.eye(len(g)), g)
assert np.allclose(t_rel + kvec[ccsd.mu], t_fix + shift, atol=1e-9)

# double poles: eigenvector formula against the response close to the pole
pole_rows = []
step = 3e-6
for p in bright:
    c2 = double_pole(s, ccsd, p)
    fp = response(s, ccsd, p[0] + step, True)
    fm = response(s, ccsd, p[0] - step, True)
    assert abs(0.5 * step ** 2 * (fp + fm) / c2 - 1) < 2e-3
    assert abs(double_pole(s, full, p)) < 1e-9 < 1e-6 < abs(c2)
    pole_rows.append((p[0], p[2] ** 2, -2 * c2, -step * (fp - fm)))
near = [response(s, ccsd, w_hf + d, True) for d in (-1e-6, 1e-6)]
assert near[0] * near[1] > 0
for d in (-1e-4, 1e-4):
    ref_value = ci_response(w_hf + d)
    assert (abs(response(s, ccsd, w_hf + d, True) - ref_value)
            > abs(response(s, ccsd, w_hf + d, False) - ref_value))
# with fixed orbitals the response is smooth across the TDHF frequency
smooth = [response(s, ccsd, w_hf + d, False) for d in (-1e-6, 1e-6)]
assert abs(smooth[0] / smooth[1] - 1) < 1e-2

# two electrons: CCSD is complete, so the TDHF poles cancel
h2 = build_system(gto.M(atom="H 0 0 -0.7; H 0 0 0.7", basis="6-31g",
                        unit="Bohr", verbose=0))
h2cc = solve_cc(h2, (1, 2), h2.H)
h2_poles = [p for p in tdhf_poles(h2) if abs(p[2]) > 1e-5]
h2_c2 = max(abs(double_pole(h2, h2cc, p)) for p in h2_poles)
assert h2_c2 < 1e-9

# ---------------------------------------------------------------- output
print(f"H4 chain, STO-3G, spacing {spacing:.1f} bohr; field along chain")
print(f"E(HF)   = {s.H[s.ref, s.ref]:.6f} Ry")
print(f"E(CCSD) = {ccsd.E:.6f} Ry")
print(f"E(FCI)  = {ci_e[0]:.6f} Ry")
print("First bright pole:")
for name, w in (("TDHF", w_hf), ("CCSD Jacobian", w_cc), ("FCI", w_ci),
                ("CCD Jacobian", w_ccd)):
    print(f"  {name:14s} {w:.6f} Ry = {w * RY_EV:.3f} eV")
print("Static alpha (bohr^3):")
print(f"  FCI              {alpha_ci:.5f}")
for (name, rel), val in static.items():
    print(f"  {name:4s} {'relaxed' if rel else 'unrelaxed':10s}  {val:.5f}")
print(f"  finite-field CCSD, relaxed HF {alpha_ff_rel:.5f}")
print(f"  finite-field CCSD, fixed HF   {alpha_ff_fix:.5f}")
print("Relaxed CCSD alpha: omega(Ry), periodic solution, formula (bohr^3)")
for row in floquet_rows:
    print(f"  {row[0]:.5f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"At omega = {w_id:.5f} Ry, first order per unit field (1/(Ry/bohr)):")
print(f"  norm of rotation inside CCSD space {np.linalg.norm(kvec[ccsd.mu]):.5f}")
print(f"  norm of escaping triples           {np.linalg.norm(escaped):.3e}")
print(f"  norm of residual amplitude shift   {np.linalg.norm(shift):.3e}")
print("TDHF poles in relaxed CCSD alpha = C2/d^2 + C1/d, d = omega-pole")
print("  pole(Ry) TDHF z^2(bohr^2) C2(bohr^3 Ry^2) C1(bohr^3 Ry) |C2/C1|(Ry)")
for w, m2, c2, c1 in pole_rows:
    print(f"  {w:.6f}  {m2:.4f}  {c2:.4e}  {c1:.4e}  {abs(c2 / c1):.3e}")
print(f"Largest |C2| for H2 (6-31G, CCSD): {2 * h2_c2:.1e} bohr^3 Ry^2")
print("alpha (bohr^3) below the pole: omega(Ry) FCI unrelaxed relaxed")
for frac in (0.3, 0.6, 0.8, 0.9):
    w = frac * w_hf
    print(f"  {w:.5f} {-2 * ci_response(w):.4f} "
          f"{-2 * response(s, ccsd, w, False):.4f} "
          f"{-2 * response(s, ccsd, w, True):.4f}")
print("alpha (bohr^3) around TDHF pole: d(Ry) FCI unrelaxed relaxed")
for d in (-0.03, -0.01, -0.003, -0.001, -0.0001,
          0.0001, 0.001, 0.003, 0.01, 0.03):
    w = w_hf + d
    print(f"  {d:+.4f} {-2 * ci_response(w):.3f} "
          f"{-2 * response(s, ccsd, w, False):.3f} "
          f"{-2 * response(s, ccsd, w, True):.3f}")
print("PASS")
```

It prints:

```
H4 chain, STO-3G, spacing 1.8 bohr; field along chain
E(HF)   = -4.226858 Ry
E(CCSD) = -4.350806 Ry
E(FCI)  = -4.350822 Ry
First bright pole:
  TDHF           1.019382 Ry = 13.869 eV
  CCSD Jacobian  1.124836 Ry = 15.304 eV
  FCI            1.126682 Ry = 15.329 eV
  CCD Jacobian   2.240652 Ry = 30.486 eV
Static alpha (bohr^3):
  FCI              14.66717
  CCSD unrelaxed   14.67542
  CCSD relaxed     14.61731
  CCD  unrelaxed   0.20751
  CCD  relaxed     13.97822
  finite-field CCSD, relaxed HF 14.61731
  finite-field CCSD, fixed HF   14.67542
Relaxed CCSD alpha: omega(Ry), periodic solution, formula (bohr^3)
  0.42304  16.99580  16.99580
  0.91744  42.55163  42.55163
At omega = 0.50969 Ry, first order per unit field (1/(Ry/bohr)):
  norm of rotation inside CCSD space 4.27096
  norm of escaping triples           9.569e-03
  norm of residual amplitude shift   3.746e-03
TDHF poles in relaxed CCSD alpha = C2/d^2 + C1/d, d = omega-pole
  pole(Ry) TDHF z^2(bohr^2) C2(bohr^3 Ry^2) C1(bohr^3 Ry) |C2/C1|(Ry)
  1.019382  4.7253  4.9977e-03  3.3062e-01  1.512e-02
  2.507071  0.0164  1.7266e-05  -1.5229e-03  1.134e-02
Largest |C2| for H2 (6-31G, CCSD): 1.7e-15 bohr^3 Ry^2
alpha (bohr^3) below the pole: omega(Ry) FCI unrelaxed relaxed
  0.30581 15.8304 15.8434 15.7706
  0.61163 20.7776 20.8178 20.6610
  0.81551 30.7579 30.8867 30.4313
  0.91744 43.4408 43.7477 42.5516
alpha (bohr^3) around TDHF pole: d(Ry) FCI unrelaxed relaxed
  -0.0300 63.926 64.677 61.613
  -0.0100 74.116 75.161 94.898
  -0.0030 78.559 79.748 527.844
  -0.0010 79.934 81.169 4751.293
  -0.0001 80.570 81.826 496546.649
  +0.0001 80.713 81.974 503159.132
  +0.0010 81.361 82.645 5414.060
  +0.0030 82.843 84.179 752.863
  +0.0100 88.511 90.055 176.508
  +0.0300 110.374 112.863 133.759
PASS
```
